\section*{Why thinner brittle barrier films tolerate larger tensile strain}

\section{What dimensions and linearity fix}

A brittle film of thickness $h$ is bonded to a much thicker substrate and carries a uniform tensile stress $\sigma$. A crack cuts through the film, stops at the interface, and runs across the film as a channel. Let $G$ be the energy released per unit new area of crack plane, one advance $d\ell$ creating the area $h\,d\ell$. The two faces are not counted separately.

Both materials are taken as linear elastic and isotropic. Displacements are then proportional to $\sigma$, and released energies to $\sigma^2$. If the channel is long, isolated, and on a very deep substrate, $h$ is the only length left. An energy per area built from $\sigma^2$, a modulus and $h$ must have the form
\begin{equation}
G=Z\,\frac{\sigma^2h}{M_f},\qquad M_f=\frac{E_f}{1-\nu_f^2}.
\label{eq:G}
\end{equation}
Here $E_f$ and $\nu_f$ are Young's modulus and Poisson's ratio of the film. The number $Z$ depends on the ratio of the moduli and on the Poisson ratios, but not on $h$.

For a wide sheet with no transverse strain, the film stress is $\sigma=M_f\varepsilon$, where $\varepsilon$ is the total mechanical strain along the pulling direction. The channel can run when $G$ reaches the fracture energy $\Gamma$:
\begin{equation}
ZM_f\varepsilon_c^2h=\Gamma
\quad\Longrightarrow\quad
\varepsilon_c=\sqrt{\frac{\Gamma}{ZM_fh}}\ \propto\ h^{-1/2}.
\label{eq:ec}
\end{equation}
The last proportionality requires $\Gamma$, $M_f$ and $Z$ to stay fixed as $h$ changes. A criterion of fixed fracture stress would instead give a critical strain independent of thickness. The thickness enters through the energy balance.

\section{The energy supplied by the film}

When a long channel advances by $d\ell$, the region around its front moves forward unchanged. The net effect is to replace a slice of uncracked film far ahead by a cracked slice far behind. With the ends of the sheet held fixed, no external work is done, so
\begin{equation}
Gh=U_{\rm uncracked}-U_{\rm cracked},
\label{eq:steady}
\end{equation}
where each $U$ is the energy per unit length along the channel.

To find this difference, cut the uncracked slice but hold the new faces together with the traction $\sigma$ that acted there before. Then lower the traction to $(1-\lambda)\sigma$, with $\lambda$ rising from 0 to 1. By linearity the opening is $\lambda\delta(y)$, where $\delta(y)$ is the final distance between the faces at height $y$ above the interface. The energy extracted through the faces is
\begin{align}
Gh&=\int_0^h\!dy\int_0^1(1-\lambda)\sigma\,\delta(y)\,d\lambda
=\frac{\sigma}{2}\int_0^h\delta(y)\,dy .
\label{eq:opening}
\end{align}
The factor $1/2$ arises because the traction falls as the opening grows.

Enlarging every length of the local problem at fixed stress enlarges every displacement by the same factor. Hence $\delta(y)=(\sigma h/M_f)D(y/h)$, with $D$ dimensionless. Setting $\eta=y/h$ in \eqref{eq:opening} gives
\begin{equation}
Gh=\frac{\sigma^2h^2}{2M_f}\int_0^1D(\eta)\,d\eta,
\qquad Z=\frac12\int_0^1D(\eta)\,d\eta .
\end{equation}
Per unit channel length, the energy supply grows as $h^2$, while the fracture cost $\Gamma h$ grows as $h$. This difference is the reason for the thickness effect.

The same result can be read as a width. The uncracked film stores $\sigma^2/(2M_f)$ per unit volume. Equation \eqref{eq:G} equals the energy in a strip of film of width $w$ if
\begin{equation}
Gh=\frac{\sigma^2}{2M_f}\,h\,w,\qquad w=2Zh.
\end{equation}
At equal strain, thin and thick films have the same energy density, but the crack draws on a narrower strip in the thin film. The width $w$ is an equivalent one: the real film is relieved gradually, and the substrate also changes its energy.

\section{The contribution of the substrate}

\subsection{Equal elastic constants}

If film and substrate have the same constants, the cracked slice contains an edge crack of depth $h$ in a half-plane. Let $K$ be its stress intensity factor. Ahead of the tip the normal stress is $K/\sqrt{2\pi r}$, and behind it the opening is $(8K/M_f)\sqrt{r/2\pi}$, with $r$ the distance from the tip. Closing a small length $\Delta$ of this crack takes, per unit area,
\begin{align}
G_{\rm edge}&=\frac1{2\Delta}\int_0^\Delta
\frac{K}{\sqrt{2\pi r}}\,\frac{8K}{M_f}\sqrt{\frac{\Delta-r}{2\pi}}\,dr\nonumber\\
&=\frac{2K^2}{\pi M_f\Delta}\int_0^\Delta\sqrt{\frac{\Delta-r}{r}}\,dr
=\frac{K^2}{M_f},
\end{align}
because the last integral is $\pi\Delta/2$.

For depth $a$, dimensions require $K=k\sigma\sqrt a$. The energy difference in \eqref{eq:steady} can be collected by deepening the crack from 0 to $h$:
\begin{equation}
Gh=\int_0^h\frac{k^2\sigma^2a}{M_f}\,da=\frac{k^2\sigma^2h^2}{2M_f},
\qquad Z=\frac{k^2}{2}.
\end{equation}
Representing the opening by a distribution of edge dislocations and solving the resulting integral equation numerically gives $k=1.1215\sqrt\pi$, hence $Z=1.976$.

\subsection{A stiff film on polymer}

Take round parameters for a silicon-nitride-like barrier on polyester foil: $E_f=150$ GPa, $\nu_f=0.25$, substrate modulus $E_s=4$ GPa and $\nu_s=0.35$. The plane-strain moduli are
\begin{equation}
M_f=\frac{150}{1-0.25^2}=160\ {\rm GPa},\qquad
M_s=\frac{4}{1-0.35^2}=4.56\ {\rm GPa}.
\end{equation}
The foil thickness is $H=125\ \mu$m. A plane-strain finite-element calculation of the opening, with elements refined towards the crack tip, gives $Z=12.80$ for $h=100$ nm. The modelled section extends 125 $\mu$m to each side of the crack, its lower face is kept flat, and its ends move freely at fixed load. For a section much longer and deeper than $Zh$, fixed load and fixed ends give the same $Z$.

The soft foil restrains the crack less than a substrate as stiff as the film would. With $\Gamma$, $M_f$ and $h$ held fixed, \eqref{eq:ec} says that the critical strain changes by the factor
\begin{equation}
\sqrt{1.976/12.80}=0.393.
\end{equation}
The substrate thus has a large effect on the prefactor and none on the exponent, as long as it is deep and elastic. For the 100 nm film the equivalent width is $w=2(12.80)(100\ {\rm nm})\simeq2.6\ \mu$m.

\section{The elastic threshold in numbers}

Let $\Gamma=10$ J/m$^2$. For 100 nm,
\begin{equation}
\varepsilon_c=\left[\frac{10}{12.80\,(160\times10^9)(100\times10^{-9})}\right]^{1/2}
=6.99\times10^{-3},
\end{equation}
or 0.70\%. The film stress is then $\sigma=M_f\varepsilon_c=1.12$ GPa.

The table gives critical strains in percent for the same foil. The last column applies the spring model of polymer yielding from Section~\ref{sec:yield}. It illustrates a trend and is not a prediction for the foil.
\begin{center}
\begin{tabular}{ccc}
$h$ (nm) & elastic & spring model\\
25 & 1.40 & 1.16\\
50 & 0.99 & 0.89\\
100 & 0.70 & 0.67\\
200 & 0.49 & 0.49\\
400 & 0.35 & 0.35
\end{tabular}
\end{center}
In the elastic column, a fourfold reduction of thickness doubles the strain. When $Z$ is computed separately for each thickness, it rises only from 12.80 at 25 nm to 12.85 at 400 nm. The finite section introduces a second length, so a slight departure from pure scaling is allowed; the fitted exponent is $-0.501$. The sign of the departure depends on the end condition: with the ends of the section held, $Z$ falls by about 0.4\% over the same range and the exponent is $-0.499$.

For a foil bent to radius $R$ with the film on the outside, and with the neutral plane at mid-thickness, the surface strain is $H/(2R)$. The elastic limit at 100 nm corresponds to
\begin{equation}
R=\frac{H}{2\varepsilon_c}=\frac{125\ \mu{\rm m}}{2(0.00699)}\simeq8.9\ {\rm mm}.
\end{equation}
The film draws the neutral plane towards itself by a distance $d$. Force balance gives $M_sHd=M_fh(H/2-d)$. With $q=M_fh/(M_sH)=0.028$, the surface strain becomes $H/[2R(1+q)]$, which is 2.7\% below the simple value at the same radius.

\section{The contribution of residual stress}

Deposition leaves a stress $\sigma_{\rm res}$ in the film, positive in tension. The crack responds to the total stress, $M_f\varepsilon_{\rm app}+\sigma_{\rm res}$, where $\varepsilon_{\rm app}$ is the strain applied afterwards. Setting the total equal to $M_f\varepsilon_c$ gives
\begin{equation}
\varepsilon_{\rm app,c}=\varepsilon_c-\frac{\sigma_{\rm res}}{M_f}.
\end{equation}
For $\sigma_{\rm res}=-200$ MPa, the shift is $+0.125$ percentage points. The elastic thresholds of applied strain become 1.52\%, 0.82\% and 0.47\% at 25, 100 and 400 nm. If $\sigma_{\rm res}$ is the same at every thickness, which deposited films need not obey, compression helps every film by the same strain, so it helps the thick film more in relative terms. The applied strain no longer follows a pure power law; a power law fitted over the five thicknesses has exponent $-0.42$.

Tensile residual stress acts in the opposite sense. The film can then channel without any applied strain once
\begin{equation}
h\geq\frac{\Gamma M_f}{Z\sigma_{\rm res}^2}.
\end{equation}
For $+200$ MPa and $Z=12.80$, this gives about 3 $\mu$m. The equivalent width $2Zh$ would then be about 80 $\mu$m, comparable with the foil thickness, so $Z$ should be recalculated for the finite foil before this estimate is refined.

\section{The contribution of polymer yielding}
\label{sec:yield}

Thin films reach higher stress before cracking, and therefore load the polymer near the crack more severely. A shear-lag model, which replaces the polymer by independent springs, shows the trend. Let $x>0$ be the distance from the crack and $u(x)$ the displacement of the film away from the crack, caused by the cracking. The film stress is $\sigma+M_fu'$, and it vanishes at the crack face, so $u'(0)=-\sigma/M_f$. The substrate opposes $u$ with an interface shear stress $\tau(u)$. Force balance on a film element gives
\begin{equation}
M_fh\,u''=\tau(u).
\label{eq:lag}
\end{equation}

\paragraph{Elastic interface.} For $\tau=\kappa u$, the decaying solution is
\begin{equation}
u=\frac{\sigma L}{M_f}e^{-x/L},\qquad L^2=\frac{M_fh}{\kappa}.
\end{equation}
The opening is $\delta=2u(0)$ and is uniform through the film in this model. Equation \eqref{eq:opening} then gives $G=\sigma\delta/2=\sigma^2L/M_f$. Agreement with \eqref{eq:G} requires $L=Zh$, which fixes $\kappa=M_f/(Z^2h)$. The largest shear stress is $\kappa u(0)=\sigma/Z$.

\paragraph{Limited shear stress.} Let $\tau$ follow $\kappa u$ up to the yield stress $\tau_y$ and stay there. Yielding starts when
\begin{equation}
s\equiv\frac{\sigma}{Z\tau_y}
\end{equation}
exceeds 1. Multiply \eqref{eq:lag} by $u'$ and integrate from the crack to infinity, where $u$ and $u'$ vanish. With $u_0=u(0)$,
\begin{equation}
\frac{M_fh}{2}\left(\frac{\sigma}{M_f}\right)^2
=\int_0^{u_0}\tau\,du
=\tau_yu_0-\frac{\tau_y^2}{2\kappa}.
\end{equation}
The last form holds for $s>1$. Define $u_y=\tau_y/\kappa=Z^2h\tau_y/M_f$. Solving for $u_0$ and using $\sigma=sZ\tau_y$,
\begin{equation}
u_0=\frac{\sigma^2h}{2M_f\tau_y}+\frac{u_y}{2}
=\frac{u_y}{2}(1+s^2),
\end{equation}
whereas $u_0=u_ys$ for $s\leq1$.

The opening is no longer linear in the removed traction $\sigma'$. The extracted energy per crack area is $\int(\sigma-\sigma')\,d\delta$. Integration by parts turns this into $\int_0^\sigma\delta\,d\sigma'$, since the boundary term vanishes at both ends. Therefore
\begin{align}
G&=2Z\tau_yu_y\left[\int_0^1s'\,ds'+\int_1^s\frac{1+s'^2}{2}\,ds'\right]\nonumber\\
&=2Z\tau_yu_y\left[\frac12+\frac{s-1}{2}+\frac{s^3-1}{6}\right]\nonumber\\
&=Z\tau_yu_y\left[s+\frac{s^3-1}{3}\right].
\end{align}
The elastic expression is $Z\tau_yu_ys^2$. Yielding thus multiplies $G$ by
\begin{equation}
\mathcal R(s)=\frac1s+\frac s3-\frac1{3s^2}\qquad(s\geq1).
\end{equation}
This factor equals 1 at $s=1$ and grows with $s$.

With $\tau_y=40$ MPa, the elastic threshold at 100 nm has $s=1118/(12.80\times40)=2.18$ and $\mathcal R=1.12$. The new threshold solves $ZM_f\varepsilon^2h\,\mathcal R=\Gamma$, with $s$ evaluated at the new strain. It lies 4.6\% below the elastic threshold at 100 nm and 17\% below it at 25 nm. Setting $s=1$ at threshold gives the thickness below which yielding begins in this model, although its effect on the threshold is at first very small:
\begin{equation}
h_y=\frac{\Gamma M_f}{Z^3\tau_y^2}\simeq0.5\ \mu{\rm m}.
\end{equation}

For $s\gg1$, $\mathcal R\to s/3$, and
\begin{equation}
G\to\frac{M_f^2\varepsilon^3h}{3\tau_y},\qquad
\varepsilon_c\to\left(\frac{3\Gamma\tau_y}{M_f^2h}\right)^{1/3}.
\end{equation}
Thinner films still tolerate more strain, but the exponent is $-1/3$. The example lies between the limits: a fit over 25--400 nm gives $-0.43$.

These numbers belong to the springs. Matching $L$ to $Z$ fixes the opening of the crack, but not how the shear is distributed. In the springs the elastic shear stress never exceeds $\sigma/Z$. In a continuous elastic foil it rises steeply towards the crack tip, so some yielding occurs at every thickness, and the load given up there must be carried farther away. The loss of critical strain may then be larger than the spring model gives; its size is not computed here, and $h_y$ is not a real onset.

The model also ignores the tension already present in the foil. In plane strain, with the surface free, the principal stresses in the foil are $M_s\varepsilon$, $\nu_sM_s\varepsilon$ and zero, so the largest shear stress is $M_s\varepsilon/2$. If yielding occurs when this reaches $\tau_y$, the foil itself yields at $M_s\varepsilon=2\tau_y$, or 1.75\%. The elastic film law reaches this strain near 16 nm. At 25 nm the thresholds in the table are already a substantial fraction of it, which is a further reason not to read the correction as a prediction.

\section{The contribution of flaws}

Equation \eqref{eq:ec} is the threshold for running a long channel. A film without a suitable flaw can survive above it. Consider a through-film flaw of length $2c$ and ignore the restraint of the substrate. The film is then a free sheet in plane stress, with $K=\sigma\sqrt{\pi c}$ and
\begin{equation}
G_{\rm flaw}=\frac{\pi\sigma^2c}{E_f}.
\end{equation}
Equating this to \eqref{eq:G} gives
\begin{equation}
c_*=\frac{ZhE_f}{\pi M_f}=\frac{Zh(1-\nu_f^2)}{\pi},
\end{equation}
or about 0.4 $\mu$m for the 100 nm film. Substrate restraint lowers $G_{\rm flaw}$, so the required half-length is larger than this estimate.

For $c<c_*$, growth of the flaw needs at least the strain
\begin{equation}
\varepsilon_{\rm flaw}=\frac1{M_f}\sqrt{\frac{\Gamma E_f}{\pi c}}.
\end{equation}
This expression does not contain $h$. For $c=200$ nm it gives 0.97\%, above the channel threshold of 0.70\%. If the largest flaws stay short and keep the same size as $h$ changes, this estimate gives no inverse-square-root law for the first crack. The law applies when flaws are long enough to start channels at the steady-state threshold.

\section{Weighing the contributions}

The following changes are relative to the elastic threshold of 0.70\% at 100 nm, with other quantities fixed.
\begin{center}
\begin{tabular}{lc}
Change & Effect on critical strain\\
Halve the thickness & $+41\%$\\
Halve $\Gamma$ & $-29\%$\\
Residual stress of $-200$ MPa & $+18\%$ (applied)\\
Free transverse contraction & $+10\%$\\
Polymer yielding & lower; size not fixed by the spring model
\end{tabular}
\end{center}
The second row represents a loss of fracture energy such as moisture might cause; the factor of two is an assumption. The fourth applies to a narrow strip pulled in tension. Its transverse strain is $-\nu_s\varepsilon$, so $\sigma=M_f\varepsilon(1-\nu_f\nu_s)$, and the critical strain rises by $1/(1-0.0875)=1.096$.

The chosen moduli, fracture energy and yield stress are rough typical values for dense nitride barriers on polyester, and real films of about 100 nm crack at strains of the order of one percent. The film's properties depend strongly on deposition, so the second digit of the calculated threshold has no predictive value for a particular product. Two assumptions about the substrate were examined here, great depth and perfect elasticity. For the films in the table the finite depth hardly changes the threshold. Yielding lowers it by an amount that the spring model cannot fix and that may be large, so, for the chosen inputs and no transverse strain, the elastic values are best read as upper estimates of the total film strain at which a long channel can run. Thinning the barrier is therefore a sound way to raise its cracking strain if the film remains continuous and bonded, its fracture energy does not fall, its residual stress does not become more tensile, the crack does not enter the foil, and long channels set the limit. Whether the thinner film still blocks permeation is a separate question that this energy balance does not answer.
